\section*{The nonlocal velocity operator in plane waves, including k+G = 0}

\section{The nonlocal velocity and its row at zero wavevector}

A calculation of optical matrix elements at $\Gamma$ must decide what to store for the gradient of each projector at $\mathbf k+\mathbf G=0$. Splitting the gradient into radial and angular parts gives an expression that divides by $|\mathbf k+\mathbf G|$ there, and storing zero removes the division error. For $p$ projectors zero is the wrong value. In the model crystal below it shifts a transition velocity by about $0.06$ atomic units, and a finer plane-wave basis does not remove that shift. The inverse mass of the lowest band changes by 9\% with 365 plane waves and by about 2\% in a converged basis. A regular form of the gradient removes the need for a special value.

\subsection{What has to be computed}

We use Hartree atomic units. The Hamiltonian is $H=p^2/2+V_{\rm loc}(\mathbf r)+V$, where the norm-conserving nonlocal part is
\begin{equation}
V=\sum_{\mathbf R,a,l,m}|\beta_{\mathbf R alm}\rangle D_l\langle\beta_{\mathbf R alm}|,\qquad D_l\ \text{real}.
\end{equation}
The projector $\beta_l(r)Y_{lm}(\hat{\mathbf r})$, with $Y_{lm}$ real, is centred on atom $a$ at $\boldsymbol\tau_a$ in each cell $\mathbf R$. It has finite range, and near its centre $\beta_l$ is $r^l$ times an even function of $r$. One projector per $l$ is enough to show the method; several add a sum.

The velocity is $\mathbf v=i[H,\mathbf r]$. The kinetic term gives $\mathbf p$, and $V_{\rm loc}$ commutes with $\mathbf r$, so $\mathbf v=\mathbf p+\mathbf W$ with $\mathbf W=i[V,\mathbf r]$.

Although $\mathbf r$ is not periodic, $\mathbf W$ is. The part $V_{\mathbf R}$ of $V$ in cell $\mathbf R$ obeys $[V_{\mathbf R},\mathbf r]=[V_{\mathbf R},\mathbf r-\mathbf R]$, because $\mathbf R$ is a constant vector. Each cell therefore contributes a translated copy of the same short-ranged operator.

Let $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$. For one cell, use
\begin{equation}
\mathbf r e^{i\mathbf K'\cdot\mathbf r}=-i\nabla_{K'}e^{i\mathbf K'\cdot\mathbf r},\qquad
e^{-i\mathbf K\cdot\mathbf r}\mathbf r=i\nabla_K e^{-i\mathbf K\cdot\mathbf r}.
\end{equation}
The first relation gives $\langle\mathbf K|V\mathbf r|\mathbf K'\rangle=-i\nabla_{K'}V(\mathbf K,\mathbf K')$, and the second gives $\langle\mathbf K|\mathbf rV|\mathbf K'\rangle=i\nabla_KV(\mathbf K,\mathbf K')$. Subtracting and multiplying by $i$,
\begin{equation}
\mathbf W(\mathbf K,\mathbf K')=(\nabla_K+\nabla_{K'})V(\mathbf K,\mathbf K').
\label{eq:W}
\end{equation}
Moving the cell by $\mathbf R$ multiplies $V$ by $e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R}$. The two gradients of this phase are $-i\mathbf R$ and $+i\mathbf R$ times it, and they cancel. With $\mathbf K-\mathbf K'$ a reciprocal vector the phase is one. For $N$ cells, the sum gives $N$ equal terms, which cancel the $1/N$ in the plane-wave normalization. We can therefore use one cell and waves $e^{i\mathbf K\cdot\mathbf r}/\sqrt\Omega$, where $\Omega$ is the cell volume.

Since $\mathbf K$ and $\mathbf K'$ both move with $\mathbf k$, equation \eqref{eq:W} is also $\partial V(\mathbf k+\mathbf G,\mathbf k+\mathbf G')/\partial\mathbf k$ at fixed $\mathbf G,\mathbf G'$. This supplies a comparison by finite differences.

\subsection{A gradient without division}

Insert into $B(\mathbf K)=\langle\mathbf K|\beta_{alm}\rangle$ the expansion
\begin{equation}
e^{-i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(Kr)Y_{lm}(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r}).
\end{equation}
Orthonormality of the harmonics leaves one term,
\begin{equation}
B=A\,F_l(K)Y_{lm}(\hat{\mathbf K}),\quad
A=\frac{4\pi}{\sqrt\Omega}(-i)^le^{-i\mathbf K\cdot\boldsymbol\tau_a},\quad
F_l=\int_0^\infty r^2j_l(Kr)\beta_l\,dr.
\end{equation}
Define the solid harmonic $S_{lm}(\mathbf K)=K^lY_{lm}(\hat{\mathbf K})$, a homogeneous polynomial of degree $l$, and $u_l(x)=j_l(x)/x^l$. The power $K^l$ taken out of $j_l(Kr)$ joins the harmonic:
\begin{equation}
B=A\,g_lS_{lm},\qquad g_l(K)=\int_0^\infty r^{l+2}u_l(Kr)\beta_l(r)\,dr .
\end{equation}

To differentiate $g_l$, use $j_l'=(l/x)j_l-j_{l+1}$:
\begin{equation}
u_l'=\frac{j_l'}{x^l}-\frac{l\,j_l}{x^{l+1}}=-\frac{j_{l+1}}{x^l}=-x\,u_{l+1}.
\end{equation}
With $x=Kr$, the chain rule supplies a factor $r$, and $-x$ supplies $-Kr$. Hence $dg_l/dK=-Kh_l$, where
\begin{equation}
h_l(K)=\int_0^\infty r^{l+4}u_{l+1}(Kr)\beta_l(r)\,dr .
\end{equation}
Since $\nabla K=\mathbf K/K$, the factor $K$ cancels and $\nabla g_l=-h_l\mathbf K$. The product rule gives
\begin{equation}
\widetilde\nabla B=A\,[\,g_l\nabla S_{lm}-h_l\,\mathbf K\,S_{lm}\,].
\label{eq:grad}
\end{equation}
The tilde records that the phase in $A$ is not differentiated. Its derivative would add $-i\boldsymbol\tau_aB$ here and $+i\boldsymbol\tau_aB^*$ to the conjugate factor, and these cancel in
\begin{equation}
\mathbf W(\mathbf K,\mathbf K')=\sum_{alm}D_l\left[\widetilde\nabla B(\mathbf K)B^*(\mathbf K')+B(\mathbf K)\widetilde\nabla B^*(\mathbf K')\right].
\label{eq:sep}
\end{equation}

For $s$, $p$ and $d$ projectors the polynomials are
\begin{align}
S_0&=\sqrt{\tfrac1{4\pi}},\qquad S_1=\sqrt{\tfrac3{4\pi}}\,(K_x,K_y,K_z),\\
S_2&=\sqrt{\tfrac{15}{4\pi}}\,(K_xK_y,\,K_yK_z,\,K_zK_x),\quad
\sqrt{\tfrac{15}{16\pi}}\,(K_x^2-K_y^2),\nonumber\\
&\quad\ \sqrt{\tfrac5{16\pi}}\,(2K_z^2-K_x^2-K_y^2),
\end{align}
and their gradients follow term by term.

\subsection{The value at zero}

At $\mathbf K=0$ the second term of \eqref{eq:grad} vanishes, and $\nabla S_{lm}$ has degree $l-1$. The gradient is therefore zero for $l=0$ and for $l\ge2$. For $l=1$ it is constant. Because $u_1(0)=1/3$,
\begin{equation}
\widetilde\nabla B_{1m}(0)=A\sqrt{\frac3{4\pi}}\,g_1(0)\,\mathbf e_m,\qquad
g_1(0)=\frac13\int_0^\infty r^3\beta_1\,dr,
\end{equation}
where $\mathbf e_m$ is the Cartesian unit vector of the harmonic. This is nonzero unless the integral happens to vanish.

The split into radial and angular parts hides this value. With $\mathbf n=\mathbf K/K$ and $Y_{lm}=K^{-l}S_{lm}(\mathbf K)$, homogeneity gives
\begin{equation}
\nabla(F_lY_{lm})=F_l'\,\mathbf n\,Y_{lm}+\frac{F_l}{K}\left[\nabla S_{lm}(\mathbf n)-l\,\mathbf n\,S_{lm}(\mathbf n)\right].
\end{equation}
For $p_z$, both $F_1'$ and $F_1/K$ tend to $g_1(0)$. The $z$ components of the two parts tend to $\sqrt{3/4\pi}\,g_1(0)$ times $n_z^2$ and $1-n_z^2$. Each limit depends on the direction of approach; their sum does not. For the model projector defined below, evaluating the split form at $K=10^{-4}$ bohr$^{-1}$ gives parts of $0$ and $0.2015$ bohr$^{5/2}$ along $x$, and $0.2015$ and $0$ along $z$. Keeping one part alone would make the result depend on direction.

\subsection{The algorithm and its rounding errors}

For a given $\mathbf k$:
\begin{enumerate}
\item Compute $g_l$ and $h_l$ for each $K$ by radial quadrature.
\item Form $B$ and the three components of $\widetilde\nabla B$.
\item For each state with coefficients $c_n(\mathbf K)$, form
\begin{equation}
P_n=\sum_{\mathbf K}B^*(\mathbf K)c_n(\mathbf K),\qquad
\mathbf Q_n=\sum_{\mathbf K}\widetilde\nabla B^*(\mathbf K)c_n(\mathbf K).
\end{equation}
\item Combine them, which is \eqref{eq:sep} placed between two states:
\begin{equation}
\langle m|\mathbf W|n\rangle=\sum_{alm}D_l\left(\mathbf Q_m^*P_n+P_m^*\mathbf Q_n\right).
\end{equation}
\end{enumerate}
The projections cost a number of operations proportional to projectors times plane waves for each state. No matrix in $\mathbf K,\mathbf K'$ is needed.

The ratio $u_l$ needs care at small $x$. For example, $j_1=\sin x/x^2-\cos x/x$ subtracts two numbers near $1/x$ to obtain about $x/3$. A relative rounding error $\epsilon$ in those numbers becomes one of order $3\epsilon/x^2$ in $j_1$. The series avoids the subtraction:
\begin{equation}
u_l(x)=\frac1{(2l+1)!!}\left[1-\frac{x^2}{2(2l+3)}+\frac{x^4}{8(2l+3)(2l+5)}-\cdots\right].
\end{equation}
We keep terms through $x^6$ for $x<0.05$. The series alternates with decreasing terms, so the first omitted term bounds the truncation error. For $l=0$ it is $x^8/9!<1.1\times10^{-16}$, relative to a leading term of one; for larger $l$ the relative bound is smaller. Above the switch, $j_l$ must come from a routine that is stable at small $x$, not from its sine and cosine form, because the cancellation grows with $l$. For $j_3$, which $h_2$ needs, terms near $15/x^3$ cancel down to $x^3/105$, so the relative error is of order $1575\,\epsilon/x^6$, a few times $10^{-5}$ in double precision just above $x=0.05$. If the closed forms are used, the series must be kept to larger $x$, with more terms.

\subsection{Finite differences in k}

An independent potential follows from the addition theorem $\sum_mY_{lm}(\hat{\mathbf K})Y_{lm}(\hat{\mathbf K}')=(2l+1)P_l(\cos\gamma)/4\pi$, where $\gamma$ is the angle between $\mathbf K$ and $\mathbf K'$:
\begin{equation}
V=\frac{4\pi}\Omega\sum_l(2l+1)D_lF_l(K)F_l(K')P_l(\cos\gamma)\sum_ae^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau_a}.
\end{equation}
It contains neither solid harmonics nor gradients. Let $f(k)$ be one of its elements as a function of one component of $\mathbf k$. Taylor expansion of the central difference gives
\begin{equation}
\Delta_\eta=\frac{f(k+\eta)-f(k-\eta)}{2\eta}=f'+\frac{\eta^2}6f'''+\frac{\eta^4}{120}f^{(5)}+\cdots .
\end{equation}
The combination $(4\Delta_{\eta/2}-\Delta_\eta)/3$ cancels the $\eta^2$ term and leaves $-\eta^4f^{(5)}/480$ at leading order.

The range of the projectors sets the step. In real space each derivative of $f$ brings down a factor $-i(x-x')$, and $|x-x'|\le2r_c$ for projectors of radius $r_c$. The small parameter is thus at most $2r_c\eta$. Here $r_c=2$ bohr, so $\eta=0.02$ bohr$^{-1}$ gives $0.08$.

For the numbers we take $\beta_l=N_lr^l(1-r^2/r_c^2)^3$ inside $r_c$ and zero outside, with $\int r^2\beta_l^2dr=1$. The strengths are $D_0=0.5$, $D_1=-1$ and $D_2=0.5$ hartree, and the cell is a cube of side 8 bohr. Radial integrals use 40 Gauss--Legendre points. Two atoms at $(0.7,-0.4,1.1)$ and $(-1.3,2.2,0.5)$ bohr lie at general positions, so the structure factor about the origin is complex (the pair still has an inversion centre at its midpoint), and 81 plane waves are kept. At $\Gamma$, the largest difference between any element of $\mathbf W$ and its central difference is $8.03\times10^{-6}$ hartree bohr for $\eta=0.02$ and $2.01\times10^{-6}$ for $\eta=0.01$. The ratio is 4.00, as the $\eta^2$ term requires. Extrapolation reduces the difference to $1.7\times10^{-10}$ hartree bohr. For scale, the element worked out next is about $10^{-2}$ hartree bohr.

The set of $\mathbf G$ must stay fixed during differencing. If a cutoff on $|\mathbf k+\mathbf G|$ adds or removes a wave between the two points, the energy can jump, and division by $2\eta$ magnifies the jump.

\subsection{One element at zero wavevector}

Now put one atom at the origin. Let $\mathbf K=0$ and $\mathbf K'=b\hat{\mathbf x}$, with $b=2\pi/8=0.7854$ bohr$^{-1}$. In \eqref{eq:sep} the $d$ terms vanish, because both $B$ and its gradient vanish at zero. For $p$, $B(0)=0$, so the first term survives; for $s$, the gradient at zero vanishes, so the second survives. The factors $(-i)^l$ cancel against their conjugates. The prefactor $16\pi^2/\Omega$ meets $3/4\pi$ for $p$ and $1/4\pi$ for $s$:
\begin{equation}
W_x=\frac{4\pi}\Omega\left[3D_1g_1(0)F_1(b)+D_0F_0(0)F_0'(b)\right].
\end{equation}
Quadrature gives $g_1(0)=0.41241$, $F_1(b)=0.29440$, $F_0(0)=0.95286$ and $F_0'(b)=-0.24735$, in the corresponding powers of bohr. With $4\pi/512=0.024544$,
\begin{align}
W_x&=0.024544\,[\,3(-1)(0.41241)(0.29440)+0.5(0.95286)(-0.24735)\,]\nonumber\\
&=-0.00894-0.00289=-0.01183\ \text{hartree bohr}.
\end{align}
The extrapolated $k$ difference is also $-0.01183$. Storing a zero gradient leaves $-0.00289$, which loses 76\% of this element.

\subsection{Effect on a transition}

Add a local well $-2e^{-r^2/2}$ hartree, with $r$ in bohr, on each atom. Its plane-wave elements are $-2(2\pi)^{3/2}e^{-|\mathbf G-\mathbf G'|^2/2}/\Omega$. We diagonalize $H$ at $\Gamma$ in 365 plane waves, with kinetic energies up to 5.86 hartree. The lowest state is nondegenerate. We take the first excited level. It is threefold and lies $0.0719$ hartree ($1.96$ eV) above the lowest state. Its strength is measured by $s=(\sum_m|\langle m|v_x|0\rangle|^2)^{1/2}$ over the three states, which does not depend on the basis chosen within the level.

The momentum alone gives $s=0.355$ atomic units. The full velocity gives $s=1.7\times10^{-4}$, and so does $\mathbf p$ plus the extrapolated $k$ difference of $V$. The nonlocal term nearly cancels the momentum term. Symmetry does not forbid the transition: $V$ has the symmetry of the crystal, so $\mathbf W$ transforms as $\mathbf p$ does, and the momentum element is nonzero. The near-zero is an accidental sign change that depends on both the strengths and the cutoff. The full element has the sign of the momentum element and size $0.042$ for $D_1=-0.9$, and the opposite sign and size $0.043$ for $D_1=-1.1$. At $D_1=-1$ it also changes sign between 179 and 619 plane waves.

The cancellation makes the small result ill-conditioned. A relative error of $10^{-3}$ in the nonlocal element, whose size is also about $0.355$, shifts the total by about $3.6\times10^{-4}$, twice its value. This basis is also not converged: with 1503 plane waves the gap is $0.0543$ hartree, the momentum alone gives $0.354$ and the full velocity gives $s=0.014$. The sound conclusion is that the transition is weak; the value $1.7\times10^{-4}$ belongs to the 365-wave basis only.

With the gradient at $\mathbf K=0$ set to zero, $s$ becomes $0.060$. The oscillator strength $2s^2/\Delta E$ makes the contrast clear: it is $2(0.3551)^2/0.07189=3.51$ from momentum alone, $0.10$ with the zeroed gradient, and about $8\times10^{-7}$ with the full velocity.

The omitted part explains why a larger basis does not help. Zeroing removes
\begin{equation}
\sum_mD_1\left[c_f^*(0)\widetilde\nabla B_{1m}(0)P_i+P_f^*\widetilde\nabla B_{1m}^*(0)c_i(0)\right]
\end{equation}
from $\langle f|\mathbf W|i\rangle$, where $P_i$ and $P_f$ are the projections on the same $p$ projector. The gradient at $\mathbf K=0$ does not depend on the cutoff, while $c(0)$ and $P$ tend to their values in the exact states. Adding plane waves therefore does not drive the omitted term to zero. For the threefold level the omitted part is $0.060$ with 365 plane waves and $0.063$ with 1503. A large cell is different. For localized states, $c(0)$ and $\widetilde\nabla B(0)$ each scale as $\Omega^{-1/2}$ while $P$ stays finite, so the error falls as $1/\Omega$.

\subsection{Effect on band velocity and mass}

In a fixed basis with normalized coefficients $c$, differentiate $E=c^\dagger Hc$. The terms containing $\partial c$ add to $E\,\partial(c^\dagger c)=0$, so for a nondegenerate state
\begin{equation}
\frac{\partial E}{\partial\mathbf k}=\langle\mathbf k+\mathbf G\rangle+\langle\mathbf W\rangle .
\end{equation}
At $\mathbf k=(0.2,0.1,0.05)$ bohr$^{-1}$, the $x$ component for the lowest band is $0.1555-0.0987=0.0568$ atomic units, or $1.24\times10^5$ m/s. A five-point difference of the energy with step $0.01$ bohr$^{-1}$ also gives $0.0568$. Momentum alone is too large by a factor of $2.7$.

For the mass, expand $H$ at $\Gamma$ to second order in $k_x$. The linear term is $k_xv_x$ and the quadratic term is $\tfrac12k_x^2(1+\partial^2V/\partial k_x^2)$. Second-order perturbation theory adds $k_x^2\sum_{m>0}|\langle m|v_x|0\rangle|^2/(E_0-E_m)$ to the expectation value of the quadratic term. Since the energy contains $k_x^2/2m^*$,
\begin{equation}
\frac1{m^*}=1+\left\langle\frac{\partial^2V}{\partial k_x^2}\right\rangle+2\sum_{m>0}\frac{|\langle m|v_x|0\rangle|^2}{E_0-E_m}.
\end{equation}
The curvature of $V$, from a five-point difference of $W_x$ with step $0.01$ bohr$^{-1}$, is $-0.3779$. The sum over all other states in the basis is $-0.2796$. Thus, keeping one more digit, $1/m^*=1-0.37786-0.27956=0.34258\approx0.3426$, in units of the inverse electron mass. A five-point second difference of the energy gives the same four digits.

Dropping both nonlocal contributions gives $-2.520$, which has the wrong sign: a band minimum along $x$ would be reported as a maximum. The threefold level accounts for this, since its momentum-only oscillator strength alone contributes $-3.51$.

Keeping the curvature term but zeroing the gradient at $\mathbf K=0$ gives $0.3114$, an error of 9\% relative to $0.3426$. This understates the faults in the individual transitions. The threefold level now contributes $-0.101$ where it should contribute almost nothing, while the other levels together give $-0.210$ instead of $-0.280$. The two errors partly cancel, and how far they cancel depends on the basis: with 1503 plane waves the inverse mass is $0.315$ with the full velocity and $0.310$ with the zeroed gradient, an error below 2\%, although the omitted term is no smaller. A plausible mass is therefore weak evidence for correct transition elements; the row at $\mathbf K=0$ should be compared directly with a finite difference in $\mathbf k$.
